# Cross Derivatives in the Triatomic Kinetic Operator for Zero Angular Momentum

**Q.** I am told that bond lengths and a bond angle give a kinetic operator with cross derivatives, while Jacobi and Radau coordinates do not. The molecule is the same. How can such terms come and go?

**A.** The operator is the same, but its form depends on the variables. Take nonrelativistic nuclei at \(\mathbf x_\alpha\), with atoms 1 and 2 terminal, atom 3 central, and \(M=m_1+m_2+m_3\). Choose two internal vectors and the centre of mass,

\[
\mathbf v_i=\sum_\alpha C_{i\alpha}\mathbf x_\alpha,\qquad \sum_\alpha C_{i\alpha}=0,\qquad \mathbf X=\frac1M\sum_\alpha m_\alpha\mathbf x_\alpha .
\]

The zero sum makes \(\mathbf v_i\) independent of where the molecule is. The chain rule gives

\[
\nabla_{\mathbf x_\alpha}=\sum_i C_{i\alpha}\nabla_i+\frac{m_\alpha}{M}\nabla_X .
\]

Square this, divide by \(m_\alpha\) and sum over atoms:

\[
\sum_\alpha\frac{\nabla_{\mathbf x_\alpha}^2}{m_\alpha}=\sum_{ij}G_{ij}\nabla_i\cdot\nabla_j+\frac2M\sum_i\Big(\sum_\alpha C_{i\alpha}\Big)\nabla_i\cdot\nabla_X+\frac{\nabla_X^2}{M},
\]

\[
G_{ij}=\sum_\alpha\frac{C_{i\alpha}C_{j\alpha}}{m_\alpha}.
\]

The middle term vanishes. Dropping the motion of the centre of mass leaves

\[
T=-\frac{\hbar^2}{2}\left(G_{11}\nabla_1^2+G_{22}\nabla_2^2+2G_{12}\nabla_1\cdot\nabla_2\right).
\]

The choice of vectors enters \(T\) through three numbers.

**Q.** What are they for the valence vectors?

**A.** These are \(\mathbf q_1=\mathbf x_1-\mathbf x_3\) and \(\mathbf q_2=\mathbf x_2-\mathbf x_3\), with coefficient rows \((1,0,-1)\) and \((0,1,-1)\). Hence

\[
G_{11}=\frac1{m_1}+\frac1{m_3},\qquad G_{22}=\frac1{m_2}+\frac1{m_3},\qquad G_{12}=\frac{(-1)(-1)}{m_3}=\frac1{m_3}.
\]

The coupling comes from the shared atom. Classically, with zero total momentum, atom 3 carries \(-(\mathbf p_1+\mathbf p_2)\), and its kinetic energy \((\mathbf p_1+\mathbf p_2)^2/2m_3\) contains \(\mathbf p_1\cdot\mathbf p_2/m_3\).

**Q.** Jacobi vectors also share atoms. Why is there no coupling there?

**A.** The shared contributions cancel. Take \(\mathbf v_1=\mathbf x_1-\mathbf x_3\), and let \(\mathbf v_2\) run to atom 2 from the centre of mass of atoms 1 and 3:

\[
\mathbf v_2=\mathbf x_2-\frac{m_1\mathbf x_1+m_3\mathbf x_3}{m_1+m_3}.
\]

Atoms 1 and 3 contribute

\[
G_{12}=\frac1{m_1}\left(-\frac{m_1}{m_1+m_3}\right)+\frac{(-1)}{m_3}\left(-\frac{m_3}{m_1+m_3}\right)=0 .
\]

The diagonal elements are \(G_{11}=1/m_1+1/m_3\) and

\[
G_{22}=\frac1{m_2}+\frac{m_1+m_3}{(m_1+m_3)^2}=\frac1{m_2}+\frac1{m_1+m_3}.
\]

**Q.** And Radau vectors? I know them only as "something close to bonds".

**A.** They can be constructed from that idea. Measure both terminal atoms from a point displaced from atom 3:

\[
\mathbf v_i=\mathbf q_i-\kappa(m_1\mathbf q_1+m_2\mathbf q_2)=\sum_k B_{ik}\mathbf q_k,\qquad B_{ik}=\delta_{ik}-\kappa m_k .
\]

The valence matrix is \(\delta_{kl}/m_k+1/m_3\). With \(s=m_1+m_2\), the new matrix is therefore

\[
G_{ij}=\sum_k\frac{B_{ik}B_{jk}}{m_k}+\frac1{m_3}\Big(\sum_kB_{ik}\Big)\Big(\sum_lB_{jl}\Big)=\frac{\delta_{ij}}{m_i}+g,
\]

\[
g=-2\kappa+\kappa^2s+\frac{(1-\kappa s)^2}{m_3}.
\]

Here \(\sum_kB_{ik}=1-\kappa s\) was used. We need \(g=0\). Multiply by \(s\) and use \(\kappa^2s^2-2\kappa s=(1-\kappa s)^2-1\):

\[
sg=(1-\kappa s)^2\left(1+\frac s{m_3}\right)-1=(1-\kappa s)^2\frac M{m_3}-1=0 .
\]

The root that joins the valence vectors for a heavy centre is

\[
\kappa=\frac{1-\sqrt{m_3/M}}{m_1+m_2}.
\]

The same \(g\) sits in every element, so \(G_{12}=0\), \(G_{11}=1/m_1\) and \(G_{22}=1/m_2\) hold together. For large \(m_3\), \(\sqrt{m_3/M}\approx1-s/2m_3\), so \(\kappa\approx1/2m_3\to0\). For masses of 1, 2 and 4 u, \(\kappa=(1-\sqrt{4/7})/(3\ \mathrm u)=0.0814\ \mathrm u^{-1}\).

**Q.** You have removed \(\nabla_1\cdot\nabla_2\), but I asked about derivatives in lengths and an angle. Could \(\nabla_1^2\) itself produce a mixed length–angle derivative? And which molecule-fixed axes are you using?

**A.** No axes are needed. For \(J=0\), where \(J\) here is the angular momentum of the nuclei, the wavefunction is unchanged by rotation. Up to rotation, two vectors are fixed by their lengths \(a,b\) and the angle \(\theta\) between them, so \(\Psi=\Psi(a,b,u)\) with \(u=\cos\theta\). For \(J>0\), orientation variables and further terms enter, and a frame must be chosen.

Let \(\mathbf e_1,\mathbf e_2\) be the unit vectors. Since \(u=\mathbf v_1\cdot\mathbf e_2/a\),

\[
\nabla_1a=\mathbf e_1,\qquad \nabla_1u=\frac{\mathbf e_2-u\mathbf e_1}{a}.
\]

A mixed derivative \(\partial_a\partial_u\) in \(\nabla_1^2\) would carry the factor \(2\nabla_1a\cdot\nabla_1u=2(u-u)/a=0\). The other ingredients are \(|\nabla_1u|^2=(1-u^2)/a^2\), \(\nabla_1^2a=2/a\) and, away from \(a=0\), where \(\nabla_1^2(1/a)=0\),

\[
\nabla_1^2u=2\,\mathbf e_2\cdot\nabla_1\frac1a=-\frac{2u}{a^2}.
\]

Thus

\[
\nabla_1^2=\partial_a^2+\frac2a\partial_a+\frac{\Lambda}{a^2},\qquad
\Lambda=(1-u^2)\partial_u^2-2u\partial_u=\frac1{\sin\theta}\partial_\theta\sin\theta\,\partial_\theta ,
\]

where \(\partial_u=-(1/\sin\theta)\partial_\theta\) gives the last form. Exchanging labels gives \(\nabla_2^2\), with the same \(\Lambda\). Neither contains a cross derivative.

**Q.** Then every cross derivative must come from \(\nabla_1\cdot\nabla_2\). Show me that term without skipping.

**A.** Write the second gradient as

\[
\nabla_2\Psi=\mathbf e_2\,g_2+\mathbf e_1h,\qquad g_2=\Psi_b-\frac{u\Psi_u}{b},\qquad h=\frac{\Psi_u}{b},
\]

where subscripts on \(\Psi\) denote derivatives. The vector \(\mathbf e_2\) is constant under \(\nabla_1\), while \(\nabla_1\cdot\mathbf e_1=2/a\). Therefore

\[
\nabla_1\cdot(\mathbf e_2g_2)=u\,\partial_ag_2+\frac{1-u^2}{a}\partial_ug_2,\qquad
\nabla_1\cdot(\mathbf e_1h)=\partial_ah+\frac{2h}{a}.
\]

Inserting \(g_2\) and \(h\) gives

\[
\begin{aligned}
\nabla_1\cdot\nabla_2\Psi={}&u\Psi_{ab}-\frac{u^2}{b}\Psi_{au}+\frac{1-u^2}{a}\Psi_{bu}\\
&-\frac{1-u^2}{ab}(\Psi_u+u\Psi_{uu})+\frac{\Psi_{au}}{b}+\frac{2\Psi_u}{ab}.
\end{aligned}
\]

The two \(\Psi_{au}\) terms combine to \((1-u^2)\Psi_{au}/b\), and the \(\Psi_u\) terms to \([2-(1-u^2)]\Psi_u/ab\):

\[
\begin{aligned}
\nabla_1\cdot\nabla_2={}&u\partial_a\partial_b+(1-u^2)\left(\frac1a\partial_b\partial_u+\frac1b\partial_a\partial_u\right)\\
&-\frac1{ab}\left[u(1-u^2)\partial_u^2-(1+u^2)\partial_u\right].
\end{aligned}
\]

A quick check is \(\Psi=\mathbf v_1\cdot\mathbf v_2=abu\), for which the left side is 3. The right side is \(u^2+2(1-u^2)+(1+u^2)=3\).

**Q.** This does not look Hermitian. There are first derivatives everywhere.

**A.** The volume element explains them. Integrating over orientation gives \(8\pi^2a^2b^2\,da\,db\,du\): \(4\pi\) for the direction of \(\mathbf v_1\) and \(2\pi\) for the azimuth of \(\mathbf v_2\) about it. Put \(\psi=ab\,\Psi\) and absorb \(8\pi^2\) in the normalization. The volume element for \(\psi\) is then \(da\,db\,du\), or \(\sin\theta\,da\,db\,d\theta\).

Under this change \(\partial_a\) becomes \(\partial_a-1/a\), because \(a\,\partial_a(\psi/a)=\psi_a-\psi/a\). Applying it twice gives

\[
\left(\partial_a-\frac1a\right)^2+\frac2a\left(\partial_a-\frac1a\right)
=\partial_a^2-\frac2a\partial_a+\frac2{a^2}+\frac2a\partial_a-\frac2{a^2}=\partial_a^2 .
\]

So the radial first derivatives leave \(\nabla_1^2\) and \(\nabla_2^2\). Call the transformed \(\nabla_1\cdot\nabla_2\) by the name \(K\):

\[
\begin{aligned}
K={}&u\left(\partial_a-\frac1a\right)\left(\partial_b-\frac1b\right)\\
&+(1-u^2)\left[\frac1a\left(\partial_b-\frac1b\right)+\frac1b\left(\partial_a-\frac1a\right)\right]\partial_u\\
&-\frac1{ab}\left[u(1-u^2)\partial_u^2-(1+u^2)\partial_u\right].
\end{aligned}
\]

Now collect terms. Both \(a^{-1}\partial_b\) and \(b^{-1}\partial_a\) are multiplied by \(-u+(1-u^2)\partial_u=-(\cos\theta+\sin\theta\,\partial_\theta)\). The factor of \(1/ab\) is

\[
\begin{aligned}
&u-2(1-u^2)\partial_u-u(1-u^2)\partial_u^2+(1+u^2)\partial_u\\
&\quad=u-u(1-u^2)\partial_u^2-(1-3u^2)\partial_u
=u-\partial_u\,u(1-u^2)\,\partial_u ,
\end{aligned}
\]

since \(d(u-u^3)/du=1-3u^2\). In terms of \(\theta\),

\[
\begin{aligned}
K={}&\cos\theta\,\partial_a\partial_b-\left(\frac1a\partial_b+\frac1b\partial_a\right)(\sin\theta\,\partial_\theta+\cos\theta)\\
&+\frac1{ab}\left[\cos\theta-\frac1{\sin\theta}\partial_\theta\sin\theta\cos\theta\,\partial_\theta\right].
\end{aligned}
\]

For Hermiticity, let \(D=\sin\theta\,\partial_\theta+\cos\theta=u-(1-u^2)\partial_u\). Integration by parts over \(u\), with no boundary term because \(1-u^2\) vanishes at both ends, gives \([(1-u^2)\partial_u]^\dagger=2u-(1-u^2)\partial_u\). Hence \(D^\dagger=-u+(1-u^2)\partial_u=-D\). The radial derivatives are also anti-Hermitian when \(\psi\) vanishes at the radial limits. They commute with \(D\), and \(a^{-1}\) commutes with \(\partial_b\), so the products are Hermitian. The term \(\cos\theta\,\partial_a\partial_b\) is Hermitian for the same reason, and the last bracket is a real function plus a derivative–function–derivative form.

**Q.** So what is the operator, and what precisely does the central mass scale?

**A.** For all three coordinate sets,

\[
T=-\frac{\hbar^2}{2}\left[G_{11}\partial_a^2+G_{22}\partial_b^2+\left(\frac{G_{11}}{a^2}+\frac{G_{22}}{b^2}\right)\Lambda\right]-\hbar^2G_{12}K .
\]

| Vectors | \(G_{11}\) | \(G_{22}\) | \(G_{12}\) |
|---|---|---|---|
| Valence | \(1/m_1+1/m_3\) | \(1/m_2+1/m_3\) | \(1/m_3\) |
| Jacobi | \(1/m_1+1/m_3\) | \(1/m_2+1/(m_1+m_3)\) | 0 |
| Radau | \(1/m_1\) | \(1/m_2\) | 0 |

The symbols \(a,b,\theta\) refer to different vectors in each row. Among these three sets, cross derivatives appear only in the valence one, and they scale with the inverse central mass:

\[
-\frac{\hbar^2}{m_3}\left[\cos\theta\,\partial_a\partial_b-\frac{\sin\theta}{b}\partial_a\partial_\theta-\frac{\sin\theta}{a}\partial_b\partial_\theta\right].
\]

At \(\theta=90^\circ\) the stretch–stretch coefficient vanishes, but the stretch–bend coefficients do not. The inverse central mass also enters \(G_{11}\), \(G_{22}\) and the last bracket of \(K\), so it does not mark cross derivatives alone.

As an example, take \(m_3=4\) u, \(a=110\) pm, \(b=90\) pm and \(\theta=100^\circ\). The first coefficient inside \(-\hbar^2\) is \(\cos100^\circ/(4\ \mathrm u)=-0.0434\ \mathrm u^{-1}\). The one for \(\partial_a\partial_\theta\) is \(-\sin100^\circ/(4\times90)=-0.00274\ \mathrm{u^{-1}\,pm^{-1}}\). Doubling \(m_3\) halves both.

**Q.** Do the three forms really agree when applied to one function?

**A.** At that geometry, with masses 1, 2 and 4 u, take

\[
\Psi=\exp[-3(r_{13}-1)^2-4(r_{23}-1)^2-2(r_{12}-1.6)^2],
\]

with distances in units of 100 pm. Nine Cartesian second derivatives give \(T\Psi/\Psi=6.054\times10^{-21}\) J, and each of the three operators gives the same value. In the valence form it is the sum of the part without \(K\), the first two terms of \(K\), and its last term:

\[
(6.670-0.669+0.053)\times10^{-21}\ \mathrm J=6.054\times10^{-21}\ \mathrm J .
\]

**Q.** If Jacobi and Radau forms have no cross derivatives, are their coordinates uncoupled?

**A.** No. The factors \(1/a^2\) and \(1/b^2\) still multiply \(\Lambda\), and the potential may couple what the kinetic energy does not. Consider a model potential written in valence coordinates,

\[
V=\tfrac12k\left[(r_1-r_e)^2+(r_2-r_e)^2\right]+\tfrac12F(\cos\theta-\cos\theta_e)^2,
\]

with \(r_e=100\) pm, \(\theta_e=110^\circ\), \(k=400\) N/m and \(F=3\times10^{-19}\) J. It is a sum of one-coordinate terms here, but not in Jacobi coordinates. There \(\mathbf v_2=\mathbf q_2-0.2\,\mathbf q_1\), because \(m_1/(m_1+m_3)=0.2\), so \(r_2=|\mathbf v_2+0.2\,\mathbf v_1|\) depends on all three Jacobi coordinates. At equilibrium,

\[
b=100\sqrt{1+0.04-0.4\cos110^\circ}\ \mathrm{pm}=108.5\ \mathrm{pm},
\]

and the Jacobi angle is \(120.0^\circ\). The Radau values are 98.6 pm, 86.8 pm and \(124.0^\circ\).

Despite these different variables, grid calculations in all three sets give the same four lowest \(J=0\) levels, with a largest spread of \(2\times10^{-4}\ \mathrm{cm^{-1}}\). The lowest lies \(3037.7\ \mathrm{cm^{-1}}\), or \(6.034\times10^{-20}\) J, above the potential minimum. The next three lie 904.4, 1737.2 and \(2248.0\ \mathrm{cm^{-1}}\) above the lowest level. The numerical check asserts this agreement to within \(0.05\ \mathrm{cm^{-1}}\), and a harmonic estimate checks the absolute scale: it puts the lowest level at \(3066\ \mathrm{cm^{-1}}\), 0.9% higher.

**Q.** Could I keep valence coordinates and simply drop the cross derivatives?

**A.** Not safely with a light centre. Omitting the first two terms of \(K\), which preserves Hermiticity, moves the first excitation from 904.4 to \(935.2\ \mathrm{cm^{-1}}\). The error is \(30.9\ \mathrm{cm^{-1}}\), or 3.4% of the full result for this model. With a central mass of 40 u the excitation is \(802.0\ \mathrm{cm^{-1}}\) and the error \(0.37\ \mathrm{cm^{-1}}\), about 0.05%. These figures are for the first excitation with unequal terminal masses; they do not make the omission safe for every level.

**Q.** The mass grew tenfold, but the error fell by a factor of 83. Should it not follow \(1/m_3\)?

**A.** The coefficients do, but the level shift need not. In the harmonic limit, write \(T\approx-\tfrac12\hbar^2\sum_{ij}\gamma_{ij}\partial_i\partial_j\), with the symmetric matrix \(\gamma\) fixed at equilibrium, and let \(f\) be the matrix of force constants. The classical Hamiltonian \(\tfrac12p^{\mathsf T}\gamma p+\tfrac12Q^{\mathsf T}fQ\) gives \(\ddot Q=-\gamma fQ\), and \(\gamma f\) is similar to \(f^{1/2}\gamma f^{1/2}\). The squared angular frequencies are the eigenvalues of the symmetric matrix \(f^{1/2}\gamma f^{1/2}\). Here \(f\) is diagonal, so the cross derivatives supply only off-diagonal elements \(w_{ij}\propto1/m_3\). For separated diagonal elements \(d_i\), the leading shift is

\[
\delta(\omega_i^2)=\sum_{j\ne i}\frac{w_{ij}^2}{d_i-d_j}\propto\frac1{m_3^2}
\]

if the \(d_i\) are held fixed. For the lowest mode every denominator is negative, so in the harmonic limit omitting the coupling raises its frequency, which is the sign found for these two masses. A pure inverse-square law would give a factor of 100. The \(d_i\) also change with \(m_3\), and the computed levels are anharmonic. In the anharmonic problem the omitted terms can have a nonzero expectation value, which adds a first-order shift proportional to \(1/m_3\). In this model that shift has the opposite sign: it contributes about \(-1.1\) and \(-0.10\ \mathrm{cm^{-1}}\) to the error at 4 and 40 u, and because it falls more slowly it dominates for a very heavy centre, so that at 400 u the error is slightly negative, \(-0.005\ \mathrm{cm^{-1}}\). The factor of 100 holds only at second order with fixed \(d_i\), and the second-order formula needs separated \(d_i\). With equal terminal masses and equal stretch constants, the two stretch elements coincide, and \(w_{12}\) splits them to \(d\pm w_{12}\), a shift of first order in \(1/m_3\). For terminal masses of 1 u and the same potential, omitting the coupling moves the two stretch levels by about \(\pm25\ \mathrm{cm^{-1}}\) at \(m_3=16\) u and \(\pm9\ \mathrm{cm^{-1}}\) at 40 u, so a heavy centre alone does not justify it. Now return to the lowest mode with terminal masses of 1 and 2 u. Diagonalizing the harmonic matrix exactly gives errors of 35.8 and \(0.52\ \mathrm{cm^{-1}}\), a factor of 69, and anharmonicity raises this to 83.

## Numbers as computed

```
masses m1, m2, m3 (u): 1.0  2.0  4.0
equilibrium bond lengths (pm): 100.0
equilibrium angle (deg): 110.0
stretch constant (N/m): 400.0
bend constant F (J): 3.00e-19
Radau kappa (1/u): 0.081357
valence G11, G22, G12 (1/u): 1.25000  0.75000  0.25000
Jacobi G11, G22, G12 (1/u): 1.25000  0.70000  0.00000
Radau G11, G22, G12 (1/u): 1.00000  0.50000  0.00000
valence equilibrium a, b (pm), theta (deg): 100.00  100.00  110.00
Jacobi equilibrium a, b (pm), theta (deg): 100.00  108.48  119.98
Radau equilibrium a, b (pm), theta (deg): 98.62  86.85  123.97
sample geometry r1, r2 (pm), angle (deg): 110.0  90.0  100.0
valence, m3 = 4 u: ab coefficient (1/u): -0.043412
  a-theta, b-theta coefficients (1/(u pm)): -0.002736  -0.002238
valence, m3 = 8 u: ab coefficient (1/u): -0.021706
  a-theta, b-theta coefficients (1/(u pm)): -0.001368  -0.001119
largest Jacobi/Radau coefficient (working units): 3.5e-11
local kinetic energy, Cartesian (1e-21 J): 6.054417
  valence total (1e-21 J): 6.054417
  Jacobi total (1e-21 J): 6.054417
  Radau total (1e-21 J): 6.054417
  valence: without K, cross part, rest of K (1e-21 J): 6.669917  -0.668517  0.053016
grid points in a, b, theta: 20, 20, 24
valence lowest level above potential minimum (cm^-1): 3037.693
  excitations from it (cm^-1): 904.378  1737.249  2247.965
Jacobi lowest level above potential minimum (cm^-1): 3037.693
  excitations from it (cm^-1): 904.378  1737.249  2247.965
Radau lowest level above potential minimum (cm^-1): 3037.693
  excitations from it (cm^-1): 904.378  1737.249  2247.965
largest spread between coordinate sets (cm^-1): 2.0e-04
lowest level, valence (J): 6.03421e-20
harmonic wavenumbers (cm^-1): 952.2  2247.1  2932.2
harmonic zero-point energy (cm^-1): 3065.8
cross part omitted, lowest level (cm^-1): 3050.258
  excitations from it (cm^-1): 935.247  1791.556  2259.820
error of first excitation, m3 = 4 u (cm^-1): 30.869
m3 = 40 u: first excitation, full (cm^-1): 802.022
  cross part omitted (cm^-1): 802.393
error of first excitation, m3 = 40 u (cm^-1): 0.371
```
